# Why a scattering-free channel still has a two-terminal resistance

## What dimensions allow

Consider a straight channel of width $W$ and length $L$ in which electrons of effective mass $m$ and Fermi energy $E_F$ move without scattering. It joins two large reservoirs. The electrons do not interact, so their charge enters in two places: a voltage $V$ changes an energy by $eV$, and a flow of $N$ electrons per second is a current $eN$. The conductance $I/V$ is therefore $e^2$ times a rate divided by an energy, and a rate divided by an energy has the dimension of $1/\hbar$. At low temperature and small voltage the resistance must therefore have the form

$$R=\frac{\hbar}{e^2}\,F\!\left(k_FW,\frac{L}{W}\right),\qquad k_F=\frac{\sqrt{2mE_F}}{\hbar},$$

because $k_FW$ and $L/W$ are the independent dimensionless numbers that can be made from $\hbar,m,E_F,W$ and $L$.

Dimensions do not say whether $F$ vanishes. The familiar law $R=\rho L/W$, where $\rho$ is the resistivity of a two-dimensional sheet, seems to settle the matter: without scattering $\rho=0$, hence $F=0$. One channel worked out in full shows that this conclusion is false.

## A counter-example: four open modes

Hartree atomic units are used from here on, with $\hbar=e=m_e=1$. Then $h=2\pi$, and the unit of resistance is $\hbar/e^2$. Take a model strip with hard walls and round parameters:

$$m=0.1,\quad W=1000\ \text{bohr},\quad E_F=0.001\ \text{hartree},\quad V=10^{-5}.$$

There is no magnetic field, there is one valley, and each orbital state holds two spins. The reservoirs are normal metals or heavily doped regions, not superconductors. Their electrochemical potentials are $\mu_L=E_F+V/2$ and $\mu_R=E_F-V/2$. Here $V$ is positive and $I$ is the size of the current, so the negative sign of the electron charge plays no part.

**The modes.** The wavefunction must vanish at $y=0$ and $y=W$, so it is $\sin(n\pi y/W)\,e^{ikx}$ with $n=1,2,\dots$ Its energy is

$$E_n(k)=E_n+\frac{k^2}{2m},\qquad E_n=\frac{n^2\pi^2}{2mW^2}.$$

The lowest edge is $E_1=9.8696/(2\times0.1\times10^6)=4.9348\times10^{-5}$ hartree, and the others are $n^2$ times this. In particular

$$E_4=7.896\times10^{-4},\qquad E_5=1.2337\times10^{-3}\ \text{hartree}.$$

The Fermi energy lies between them, so $M=4$ modes are open. Equivalently, $E_n<E_F$ means $n<k_FW/\pi=4.502$.

**The filling.** Assume reflectionless contacts: an electron that reaches an end of the channel enters the reservoir there and does not come back with any memory of its origin. Every right-mover in the channel then came from the left reservoir, and every left-mover from the right one. At zero temperature right-movers fill each open mode up to $\mu_L$, and left-movers up to $\mu_R$. The corresponding wavenumbers obey

$$k_L^2=2m(\mu_L-E_n),\qquad k_R^2=2m(\mu_R-E_n).$$

**The current.** In a long box of length $\ell$ with periodic ends, the allowed $k$ are spaced by $2\pi/\ell$, so an interval $dk$ holds $2\,\ell\,dk/2\pi$ states, spin included. One electron spread over the length $\ell$ with velocity $v=k/m$ carries a current $v/\ell$. The length $\ell$ cancels, and mode $n$ carries

$$I_n=2\int_0^{k_L}\frac{dk}{2\pi}\frac{k}{m}-2\int_0^{k_R}\frac{dk}{2\pi}\frac{k}{m}
=\frac{k_L^2-k_R^2}{2\pi m}=\frac{2m(\mu_L-\mu_R)}{2\pi m}=\frac{V}{\pi}.$$

The edge $E_n$ and the mass have both dropped out. A mode with a high edge has slow electrons at the Fermi energy, but it has correspondingly more states per unit energy. The four modes carry equal currents, and

$$I=\frac{4V}{\pi}=\frac{4\times10^{-5}}{3.1416}=1.273\times10^{-5}\ \text{a.u.}=84.3\ \text{nA}$$

at a bias of $0.272$ mV. The resistance is

$$R=\frac VI=\frac{\pi}{4}=0.7854\ \text{a.u.}=3226.6\ \Omega .$$

Nothing in the channel scatters an electron, yet the current is finite. A bias $V$ leaves a window of energies in which right-movers are filled and left-movers are empty. That window contains a limited number of states, each with a finite velocity. A zero resistance would require an unlimited current from them.

## The general statement

Let $M$ spin-degenerate modes be open at the Fermi energy of a channel without scattering, with reflectionless contacts to two normal reservoirs. For non-interacting electrons, with bias and temperature small compared with the distance from $E_F$ to the nearest subband edge,

$$R=\frac{h}{2e^2M}=\frac{\pi}{M}\ \text{a.u.},$$

for every channel long enough that tunnelling through its closed modes is negligible.

**Proof.** Let the energy $E$ of each mode rise steadily with $k$ for $k>0$, from its edge $E_n$ to values far above $E_F$, with $E(-k)=E(k)$. No parabolic shape is needed. Let $f_L$ and $f_R$ be the Fermi functions of the reservoirs. Since nothing changes an electron's state inside the channel, right-movers have occupation $f_L$ and left-movers $f_R$ at every point along it. The velocity is $v=dE/dk$, so

$$I_n=2\int_0^\infty\frac{dk}{2\pi}\,\frac{dE}{dk}\,(f_L-f_R)=\frac1\pi\int_{E_n}^{\infty}(f_L-f_R)\,dE .$$

The velocity has cancelled against the density of states. For one reservoir,

$$\int_{E_n}^{\infty}\frac{dE}{1+e^{(E-\mu)/k_BT}}=k_BT\ln\!\left(1+e^{(\mu-E_n)/k_BT}\right),$$

and the derivative of the right-hand side with respect to $\mu$ is

$$\frac{1}{1+e^{(E_n-\mu)/k_BT}}=f(E_n).$$

For small $V$ the difference of the two integrals is this derivative times $V$. Summing over modes gives the conductance

$$G=\frac IV=\frac1\pi\sum_n f(E_n).$$

When every edge is many $k_BT$ away from $\mu$, the open modes have $f(E_n)=1$ and the closed ones $f(E_n)=0$, up to exponentially small terms. The sum is then $M$, and $R=\pi/M$. Once tunnelling through closed modes is neglected, the length $L$ does not enter at any step. $\blacksquare$

Direct sums over $k$ states test the cancellation. They give $1.27324\times10^{-5}$ a.u. for the parabolic band. They give the same current when the motion along the channel obeys $E(1+\alpha E)=k^2/2m$ with $\alpha=200$ per hartree.

**A warmer channel.** At $k_BT=10^{-4}$ hartree, or $31.6$ K, the neighbouring edges are no longer remote. The fourth mode contributes

$$f(E_4)=\frac{1}{1+e^{-2.104}}=0.891,$$

and the fifth, closed at zero temperature, contributes $f(E_5)=1/(1+e^{2.337})=0.088$. The loss and the gain nearly compensate. The full sum is $3.976$ and the resistance is $3246\ \Omega$, which is $0.6\%$ above the low-temperature value. With $E_F$ close to an edge there would be no such compensation.

**A larger bias.** If $V$ is so large that an edge lies between $\mu_R$ and $\mu_L$, that mode has no left-movers from the right reservoir. At zero temperature it carries $(\mu_L-E_n)/\pi$, which is less than $V/\pi$. The current is then no longer proportional to $V$.

## Where the voltage drops

The law $R=\rho L/W$ describes a voltage that falls steadily along the conductor. In the ballistic channel the occupations do not vary with position, so there is no such fall. A local level can still be defined as the electrochemical potential $\mu^*$ at which an equilibrium channel would have the actual electron density.

Let $n(\mu)$ be the equilibrium density per unit length. Half of it belongs to right-movers and half to left-movers, so the actual density is $\tfrac12[n(\mu_L)+n(\mu_R)]$. Write $\bar\mu=(\mu_L+\mu_R)/2$ and expand both terms about $\bar\mu$. The terms linear in $V$ cancel:

$$\tfrac12\left[n(\bar\mu+\tfrac V2)+n(\bar\mu-\tfrac V2)\right]\simeq n(\bar\mu)+\frac{V^2}{8}n''(\bar\mu).$$

Setting this equal to $n(\mu^*)\simeq n(\bar\mu)+n'(\bar\mu)(\mu^*-\bar\mu)$ gives

$$\mu^*-\bar\mu=\frac{V^2}{8}\,\frac{n''(\bar\mu)}{n'(\bar\mu)} .$$

To first order in $V$ the level is midway between the reservoirs and flat along the channel. Half of the voltage drops where the electrons enter and half where they leave. A voltmeter that read this level at two points inside the channel would show zero, while the resistance between the reservoirs remains $\pi/M$. The two statements concern different measurements.

In the example the computed fractions are $0.5017$ at the left end and $0.4983$ at the right. The small asymmetry is the second-order term. At zero temperature $n(\mu)$ is proportional to $\sum_n(\mu-E_n)^{1/2}$ over the open modes, so $n'\propto\tfrac12\sum(\mu-E_n)^{-1/2}$ and $n''\propto-\tfrac14\sum(\mu-E_n)^{-3/2}$. With the four edges these two sums are about $179$ and $4.82\times10^5$, and

$$\frac{\mu^*-\bar\mu}{V}=-\frac{V}{16}\,\frac{4.82\times10^5}{179}=-0.0017 .$$

The level lies slightly below the middle, which makes the drop at the left end the larger one.

## Where the heat goes

A power $IV$ is supplied, and the channel cannot absorb it, since electrons cross it at constant energy. An electron that leaves the left reservoir at energy $E$ lowers the energy of that reservoir by $E$. Removing one electron without changing the entropy would lower it by $\mu_L$. The heat left behind is $\mu_L-E$. On arrival it brings heat $E-\mu_R$ to the right reservoir. The sum is $\mu_L-\mu_R=V$ per electron, whatever $E$ is.

With $M$ constant over the window, the left reservoir receives the power

$$P_L=\frac M\pi\int(\mu_L-E)(f_L-f_R)\,dE,\qquad \mu_L-E=\frac V2-(E-\bar\mu).$$

The difference $f_L-f_R$ is symmetric about $\bar\mu$, so the odd part $E-\bar\mu$ integrates to zero. The rest gives

$$P_L=\frac M\pi\,\frac V2\,V=\frac{IV}{2},$$

and $P_R$ has the same value. In the example each reservoir receives $4\times10^{-10}/(2\pi)=6.366\times10^{-11}$ a.u. of power, and the $k$ sums confirm both halves. The heat appears as the arriving electrons, and the vacancies left behind, relax inside the reservoirs. If a subband edge lies within the thermal window, the symmetry is lost: the odd part no longer cancels and adds a term linear in $V$, which can outweigh $IV/2$. In the warmer channel at $31.6$ K and the same bias, the left reservoir receives $-1.20\,IV$, so it is cooled, and the right one receives $+2.20\,IV$. The sum is still $IV$.

## Contacts that reflect

Real ends may send some electrons back. Let the channel open into wide strips, which themselves join the reservoirs without reflection. At energy $E$ each incoming mode $a$ of the left strip supplies a current $f_L\,dE/\pi$. Let $t_{ba}$ be the amplitude for leaving in mode $b$ on the right, normalized so that $|t_{ba}|^2$ is a fraction of the current. The total transmission is

$$T_{\rm tot}=\sum_{ab}|t_{ba}|^2=\operatorname{Tr}t^\dagger t .$$

Let $r$ hold the amplitudes for reflection back to the left and $t'$ those for transmission from right to left. Current conservation makes the complete scattering matrix unitary, so

$$t^\dagger t+r^\dagger r=1,\qquad rr^\dagger+t't'^\dagger=1 .$$

Since $\operatorname{Tr}r^\dagger r=\operatorname{Tr}rr^\dagger$, the transmission from right to left has the same total. The net current at low temperature and small bias is therefore $T_{\rm tot}V/\pi$, and $R=\pi/T_{\rm tot}$.

The narrow channel limits $T_{\rm tot}$. If it is long enough for tunnelling through closed modes to be negligible, everything that emerges on the right is a linear function of the $M$ right-moving amplitudes in the channel. Hence $t$ has rank at most $M$, and $t^\dagger t$ has at most $M$ non-zero eigenvalues. The first unitarity relation shows that none of them exceeds 1, because $r^\dagger r$ has no negative eigenvalue. Therefore

$$T_{\rm tot}\le M,\qquad R\ge\frac{\pi}{M}.$$

Reflection at the ends can raise the resistance above the ideal value but cannot lower it.

A lattice calculation of wave transmission tests this for the example channel between strips $3000$ bohr wide. With gradual tapers $2000$ bohr long, the transmission is $3.9976$, $3.9990$ and $3.9990$ for narrow sections of $1000$, $2000$ and $4000$ bohr. These values come from a stepped taper on a lattice of spacing $25$ bohr. For a smooth taper in the continuum they rise by up to $0.002$, to $3.9994$, $3.9998$ and $3.9998$. Either way, a fourfold increase in length leaves $R$ within $0.1\%$ of $\pi/4$. With abrupt ends and $L=1000$ bohr the transmission falls to $3.931$ and $R$ rises to $0.799$ a.u., which is $1.8\%$ above the ideal value. For abrupt ends the result depends on the length: between $L=800$ and $1400$ bohr the transmission ranges from $3.931$ to $3.997$, always below $4$, and $L=1000$ bohr lies at the low end of that range.

## The limit of many modes

The resistance falls as the channel is widened. A uniform strip of $3000$ bohr has $13$ open modes and $R=\pi/13=0.2417$ a.u., or $992.8\ \Omega$. Tripling the width slightly more than tripled the number of open modes, since $M$ is a whole number: it went from 4 to 13, while $k_FW/\pi$ went from $4.50$ to $13.50$. For $k_FW\gg\pi$ the rounding is unimportant, and

$$M\simeq\frac{k_FW}{\pi},\qquad R\simeq\frac{\pi^2}{k_FW}.$$

This is the function $F$ of the opening argument in the wide limit. It depends on $k_FW$ and not on $L/W$, and it tends to zero only as the number of modes grows without limit.

## Some scattering: what the familiar law leaves out

Now let electrons reverse direction at random, elastically and without phase memory, with probability $dx/\lambda$ in a path $dx$. Take $\lambda$ equal for all modes. This is a simplification: with short-range disorder the slow modes scatter more often, and in the four-mode example their mean paths differ by more than a factor of two. Exclusion does not alter the balance: with occupations $p_+$ and $p_-$ of the two directions, the net reversal rate is proportional to $p_+(1-p_-)-p_-(1-p_+)=p_+-p_-$.

Send a stream in from the left and none from the right. Let $J_+(x)$ and $J_-(x)$ be the right-going and left-going streams. Each loses electrons to the other, and the left-going stream develops towards decreasing $x$:

$$\frac{dJ_+}{dx}=-\frac{J_+-J_-}{\lambda},\qquad -\frac{dJ_-}{dx}=\frac{J_+-J_-}{\lambda}.$$

Subtracting the second stream from the first shows that $J=J_+-J_-$ is constant. Hence $J_+$ falls linearly with slope $-J/\lambda$. At the right end $J_-(L)=0$, so $J_+(L)=J$ and $J_+(0)=J(1+L/\lambda)$. The transmission per mode and the resistance are

$$T=\frac{J}{J_+(0)}=\frac{1}{1+L/\lambda},\qquad R=\frac{\pi}{MT}=\frac\pi M+\frac\pi M\frac L\lambda .$$

Random walks test the transmission: for $L/\lambda=0.1$, $0.5$ and $2$ they give $0.909$, $0.667$ and $0.333$, in agreement with the formula within their statistical error.

In a wide channel the second term becomes $(\pi^2/k_F\lambda)\,L/W$. This is the law $\rho L/W$ with $\rho=\pi^2/(k_F\lambda)$, and it does vanish when $\lambda\to\infty$. Here $\lambda$ is not the transport mean free path $l$ of a two-dimensional sheet. For isotropic scattering a long channel corresponds to $\lambda=\pi l/2$, and the sum of the two terms is then an approximation, off by about $2\%$ when $L$ is comparable to $l$. The first term does not contain $\lambda$ and remains. For $L\gg\lambda$ it is a small correction; for $L<\lambda$ it is the larger part of the resistance.

With four modes and $L/\lambda=0.5$, the contact part is $3226.6\ \Omega$ and the scattering part is half of that, $1613.3\ \Omega$. The total is $4839.9\ \Omega$. In this model, removing all scattering from the channel would lower its resistance by one third. The remaining two thirds can be reduced by opening more modes, not by making the channel cleaner.

## Table of computed values

```
effective mass: 0.1 m_e
channel width: 1000 bohr = 52.9 nm
Fermi energy: 0.0010 hartree
bias: 1.0e-05 a.u. = 0.2721 mV
Fermi wavenumber: 0.014142 1/bohr
k_F W / pi: 4.502
subband edge 1: 4.9348e-05 hartree
subband edge 2: 1.9739e-04 hartree
subband edge 3: 4.4413e-04 hartree
subband edge 4: 7.8957e-04 hartree
subband edge 5: 1.2337e-03 hartree
open modes M: 4
resistance pi/M: 0.78540 a.u. = 3226.6 ohm
one-mode resistance: 3.14159 a.u. = 12906.4 ohm
thermal energy in the cold k sums: 1.0e-05 hartree
current, k sum: 1.27324e-05 a.u. = 84.33 nA
current, k sum, non-parabolic band: 1.27324e-05 a.u.
non-parabolicity alpha: 200 1/hartree
heat into left reservoir: 6.3662e-11 a.u. of power
heat into right reservoir: 6.3662e-11 a.u. of power
current times bias: 1.2732e-10 a.u. of power
fraction of bias dropped at left end: 0.5017
fraction of bias dropped at right end: 0.4983
warm case kT: 1.0e-04 hartree = 31.6 K
warm sum of Fermi functions: 3.9756
warm resistance: 0.79022 a.u. = 3246.4 ohm
wide strip width: 3000 bohr, modes: 13
wide strip resistance: 0.24166 a.u. = 992.8 ohm
lattice spacing: 25 bohr
lattice transmission, uniform wide strip: 13.00000
length of each taper: 2000 bohr
tapered ends, L = 1000 bohr: transmission 3.9976, R = 0.7859 a.u.
tapered ends, L = 2000 bohr: transmission 3.9990, R = 0.7856 a.u.
tapered ends, L = 4000 bohr: transmission 3.9990, R = 0.7856 a.u.
abrupt ends, L = 1000 bohr: transmission 3.9309, R = 0.7992 a.u.
L/lam = 0.1: random walk T 0.9094, formula 0.9091
L/lam = 0.5: random walk T 0.6669, formula 0.6667
L/lam = 2.0: random walk T 0.3326, formula 0.3333
L/lam = 0.5: contact part 3226.6 ohm
L/lam = 0.5: scattering part 1613.3 ohm
L/lam = 0.5: total 1.17810 a.u. = 4839.9 ohm
```
